# Comment on mixing a 77 K resistivity with a room-temperature path: a program that tests the result

```python
"""Result under test: for a metal with a fixed Fermi surface and isotropic
transport mean free path lam, the product rho0*lam = 3 pi^2 hbar/(e^2 kF^2)
does not depend on temperature.  Mixing rho0(77 K) with lam(300 K) therefore
gives a product too small by the factor rho0(300 K)/rho0(77 K).
Symbols: rho0 bulk resistivity, lam transport mean free path, kF Fermi wave
number, n electron density, tau transport time, theta_D Debye temperature,
d film thickness.  SI units inside; output in nm and microohm cm.
Model: free-electron copper, one electron per atom, Debye phonons."""
import numpy as np
from scipy.constants import hbar, e, m_e, k as kB, pi
from scipy.integrate import quad
from scipy.optimize import brentq

NM = 1e-9
UOC = 1e-8            # one microohm cm in ohm m
PU = UOC * NM         # one microohm cm nm in ohm m^2

# Rough inputs for copper and for the film
a_lat = 0.3615 * NM
rho_hot = 1.70 * UOC
theta_D = 330.0
T_hot, T_cold = 300.0, 77.0
d = 100 * NM


def fermi_wave_number(a):
    return (3 * pi**2 * 4 / a**3) ** (1 / 3)


def product_formula(a):
    return 3 * pi**2 * hbar / (e**2 * fermi_wave_number(a) ** 2)


n = 4 / a_lat**3
kF = fermi_wave_number(a_lat)
vF = hbar * kF / m_e
EF = (hbar * kF) ** 2 / (2 * m_e)
P = product_formula(a_lat)


# Phonon resistivity: Debye integral against direct integral over angle
def debye_integral(power, y):
    return quad(lambda x: x**power / (np.expm1(x) * -np.expm1(-x)), 0, y)[0]


def phonon_law(T):
    return (T / theta_D) ** 5 * debye_integral(5, theta_D / T)


def angular_rate(T, transport):
    """Scattering rate (arbitrary unit) summed over scattering angle."""
    q_debye = 2 ** (1 / 3)                  # in units of kF
    angle_max = 2 * np.arcsin(q_debye / 2)

    def integrand(angle):
        q = 2 * np.sin(angle / 2)
        x = theta_D / T * q / q_debye       # phonon energy over kB T
        occupation = 1 / np.expm1(x)
        weight = 1 - np.cos(angle) if transport else 1.0
        return np.sin(angle) * q * x * occupation * (occupation + 1) * weight
    return quad(integrand, 0, angle_max)[0]


rho_cold = rho_hot * phonon_law(T_cold) / phonon_law(T_hot)
rate_ratio = angular_rate(T_cold, True) / angular_rate(T_hot, True)
assert abs(rate_ratio / (rho_cold / rho_hot) - 1) < 1e-6

tau_hot = m_e / (n * e**2 * rho_hot)
tau_cold = tau_hot / rate_ratio
lam_hot, lam_cold = vF * tau_hot, vF * tau_cold


# Conductivity from the thermal average over energy at fixed density
def kinetic_resistivity(T, lam):
    x, w = np.polynomial.legendre.leggauss(400)
    x, w = 40 * x, 40 * w
    edge = w / (4 * np.cosh(x / 2) ** 2)    # minus df/dE times dE

    def density_error(mu):
        return np.sum(edge * ((mu + kB * T * x) / EF) ** 1.5) - 1
    mu = brentq(density_error, 0.9 * EF, 1.1 * EF, xtol=1e-30, rtol=1e-13)
    E = mu + kB * T * x
    states = (2 * m_e) ** 1.5 * np.sqrt(E) / (2 * pi**2 * hbar**3)
    speed = np.sqrt(2 * E / m_e)
    return 1 / (e**2 * lam / 3 * np.sum(edge * states * speed))


P_hot = kinetic_resistivity(T_hot, lam_hot) * lam_hot
rho_cold_kinetic = kinetic_resistivity(T_cold, lam_cold)
P_cold = rho_cold_kinetic * lam_cold
assert abs(P_hot / P - 1) < 1e-4            # smearing is of order (kT/EF)^2
assert abs(P_cold / P - 1) < 1e-4
assert abs(rho_cold_kinetic / rho_cold - 1) < 1e-4

P_mixed = rho_cold * lam_hot
P_reverse = rho_hot * lam_cold
factor = rho_hot / rho_cold
assert abs(P_cold / P_mixed / factor - 1) < 1e-4
assert abs(P_reverse / P_cold / factor - 1) < 1e-4


# Film with diffuse surfaces: integral formula against random paths
def film_ratio(lam, thickness):
    """Film resistivity over bulk resistivity, Fuchs-Sondheimer."""
    kap = thickness / lam
    loss = quad(lambda u: (u - u**3) * -np.expm1(-kap / u), 0, 1)[0]
    return 1 / (1 - 1.5 / kap * loss)


def film_ratio_random(lam, thickness, samples=2_000_000):
    rng = np.random.default_rng(7)
    u = 1 - rng.random(samples)             # cosine to the film normal
    to_wall = thickness * rng.random(samples) / u
    path = np.minimum(rng.exponential(lam, samples), to_wall)
    return lam / (3 * np.mean((1 - u**2) / 2 * path))


ratio_right = film_ratio(lam_cold, d)
ratio_wrong = film_ratio(lam_hot, d)
ratio_random = film_ratio_random(lam_cold, d)
assert abs(ratio_random / ratio_right - 1) < 0.01   # sampling noise
assert abs(ratio_random / ratio_wrong - 1) > 0.3    # wrong path is refuted
film_right, film_wrong = rho_cold * ratio_right, rho_cold * ratio_wrong
film_hot = rho_hot * film_ratio(lam_hot, d)
thick_right, thick_wrong = 3 * P / (8 * d), 3 * P_mixed / (8 * d)
for rho, lam in ((rho_hot, lam_hot), (rho_cold, lam_cold)):
    far = 1000 * lam_cold
    added = rho * (film_ratio(lam, far) - 1)
    assert abs(added * far / (3 * P / 8) - 1) < 2e-3


# Direction-dependent path: product seen by the thick-film size effect
def anisotropic_product_ratio(rms):
    """Apparent rho0*lam over its isotropic value; rms > 0: longer on axes."""
    u, w = np.polynomial.legendre.leggauss(60)
    u, w = (u + 1) / 2, w / 2
    phi = 2 * pi * np.arange(64) / 64
    uz, ph = np.meshgrid(u, phi, indexing="ij")
    wt = np.repeat(w[:, None], 64, axis=1) / 64
    s = np.sqrt(1 - uz**2)
    ux, uy = s * np.cos(ph), s * np.sin(ph)
    shape = ux**4 + uy**4 + uz**4 - 0.6
    lam = 1 + rms * shape / np.sqrt(np.sum(wt * shape**2))
    big = 1e4
    path = lam - lam**2 * uz / big * -np.expm1(-big / (lam * uz))
    bulk, film = np.sum(wt * ux**2 * lam), np.sum(wt * ux**2 * path)
    lam_seen = 8 / 3 * big * (bulk / film - 1)
    return lam_seen * (1 / 3) / bulk


assert abs(anisotropic_product_ratio(0.0) - 1) < 1e-3
rms_aniso = 0.20
aniso_plus = anisotropic_product_ratio(rms_aniso)
aniso_minus = anisotropic_product_ratio(-rms_aniso)

# Small-angle scattering: mean of 1 - cos(angle) per collision
loss_hot = angular_rate(T_hot, True) / angular_rate(T_hot, False)
loss_cold = angular_rate(T_cold, True) / angular_rate(T_cold, False)
for T, loss in ((T_hot, loss_hot), (T_cold, loss_cold)):
    y = theta_D / T
    series = 2 ** (2 / 3) / 2 / y**2 * debye_integral(5, y) / debye_integral(3, y)
    assert abs(loss / series - 1) < 1e-6

# Grain boundaries alone, Mayadas-Shatzkes
R_grain, grain = 0.25, 100 * NM
alpha = lam_cold / grain * R_grain / (1 - R_grain)
grain_sigma = 3 * quad(lambda u: u**3 / (u + alpha), 0, 1)[0]
closed = 1 - 1.5 * alpha + 3 * alpha**2 - 3 * alpha**3 * np.log(1 + 1 / alpha)
assert abs(grain_sigma / closed - 1) < 1e-8
grain_added = rho_cold * (1 / grain_sigma - 1)

# Contraction, impurities, necks
shrink = 0.003
P_shrunk = product_formula(a_lat * (1 - shrink))
rho_res = 0.05 * UOC
rho_impure = rho_cold + rho_res
neck = 0.19                                 # rough neck radius over kF
neck_share = 8 * pi * neck**2 / (4 * pi)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Lattice constant (input)", a_lat / NM, "nm", 4)
show("Debye temperature (input)", theta_D, "K", 0)
show("Bulk resistivity 300 K (input)", rho_hot / UOC, "microohm cm", 2)
show("Film thickness (input)", d / NM, "nm", 0)
show("Electron density", n * 1e-27, "nm^-3", 2)
show("Fermi wave number", kF * NM, "nm^-1", 2)
show("Fermi velocity", vF / 1e6, "10^6 m/s", 3)
show("Fermi energy", EF / e, "eV", 2)
show("Product rho0*lam", P / PU, "microohm cm nm", 2)
show("Same product", P * 1e16, "10^-16 ohm m^2", 3)
show("Transport time 300 K", tau_hot * 1e15, "fs", 1)
show("Transport time 77 K", tau_cold * 1e15, "fs", 1)
show("Bulk resistivity 77 K", rho_cold / UOC, "microohm cm", 4)
show("Mean free path 300 K", lam_hot / NM, "nm", 1)
show("Mean free path 77 K", lam_cold / NM, "nm", 1)
show("Resistivity ratio 300 K / 77 K", factor, "", 2)
show("Resistivity ratio 77 K / 300 K", 1 / factor, "", 4)
show("Mixed product rho(77)*lam(300)", P_mixed / PU, "microohm cm nm", 2)
show("Same mixed product", P_mixed * 1e16, "10^-16 ohm m^2", 3)
show("Reverse mixture rho(300)*lam(77)", P_reverse / PU, "microohm cm nm", 1)
show("Thick-film addition, right", thick_right / UOC, "microohm cm", 4)
show("Thick-film addition, mixed", thick_wrong / UOC, "microohm cm", 4)
show("Film 77 K, right path", film_right / UOC, "microohm cm", 3)
show("Film 77 K, random paths", rho_cold * ratio_random / UOC, "microohm cm", 3)
show("Film 77 K, wrong path", film_wrong / UOC, "microohm cm", 3)
show("Film 77 K, right over wrong", film_right / film_wrong, "", 2)
show("Film 300 K", film_hot / UOC, "microohm cm", 3)
print(f"Product shift by smearing at 300 K: {P_hot / P - 1:.1e}")
show("Lattice contraction to 77 K (rough input)", 100 * shrink, "%", 1)
show("Product change by contraction", 100 * (P_shrunk / P - 1), "%", 2)
show("Residual resistivity (input)", rho_res / UOC, "microohm cm", 2)
show("Impure bulk resistivity 77 K", rho_impure / UOC, "microohm cm", 4)
show("Mismatch factor, impure sample", rho_hot / rho_impure, "", 2)
show("Path anisotropy, rms (input)", 100 * rms_aniso, "%", 0)
show("Product change, path longer on axes", 100 * (aniso_plus - 1), "%", 1)
show("Product change, path shorter on axes", 100 * (aniso_minus - 1), "%", 1)
show("Neck radius over kF (rough input)", neck, "", 2)
show("Area of eight neck openings / sphere", 100 * neck_share, "%", 1)
show("Mean 1-cos(angle) 300 K", loss_hot, "", 3)
show("Mean 1-cos(angle) 77 K", loss_cold, "", 3)
show("Collision path 300 K", lam_hot * loss_hot / NM, "nm", 1)
show("Collision path 77 K", lam_cold * loss_cold / NM, "nm", 1)
show("Grain size (input)", grain / NM, "nm", 0)
show("Grain-boundary reflection (input)", R_grain, "", 2)
show("Grain-boundary addition 77 K", grain_added / UOC, "microohm cm", 3)
show("Surface addition 77 K", (film_right - rho_cold) / UOC, "microohm cm", 3)
print("PASS")
```

Printed output:

```
Lattice constant (input): 0.3615 nm
Debye temperature (input): 330 K
Bulk resistivity 300 K (input): 1.70 microohm cm
Film thickness (input): 100 nm
Electron density: 84.67 nm^-3
Fermi wave number: 13.58 nm^-1
Fermi velocity: 1.573 10^6 m/s
Fermi energy: 7.03 eV
Product rho0*lam: 65.91 microohm cm nm
Same product: 6.591 10^-16 ohm m^2
Transport time 300 K: 24.7 fs
Transport time 77 K: 215.4 fs
Bulk resistivity 77 K: 0.1946 microohm cm
Mean free path 300 K: 38.8 nm
Mean free path 77 K: 338.7 nm
Resistivity ratio 300 K / 77 K: 8.73
Resistivity ratio 77 K / 300 K: 0.1145
Mixed product rho(77)*lam(300): 7.55 microohm cm nm
Same mixed product: 0.755 10^-16 ohm m^2
Reverse mixture rho(300)*lam(77): 575.8 microohm cm nm
Thick-film addition, right: 0.2472 microohm cm
Thick-film addition, mixed: 0.0283 microohm cm
Film 77 K, right path: 0.484 microohm cm
Film 77 K, random paths: 0.485 microohm cm
Film 77 K, wrong path: 0.227 microohm cm
Film 77 K, right over wrong: 2.13
Film 300 K: 1.984 microohm cm
Product shift by smearing at 300 K: 1.1e-05
Lattice contraction to 77 K (rough input): 0.3 %
Product change by contraction: -0.60 %
Residual resistivity (input): 0.05 microohm cm
Impure bulk resistivity 77 K: 0.2446 microohm cm
Mismatch factor, impure sample: 6.95
Path anisotropy, rms (input): 20 %
Product change, path longer on axes: -10.1 %
Product change, path shorter on axes: 16.6 %
Neck radius over kF (rough input): 0.19
Area of eight neck openings / sphere: 7.2 %
Mean 1-cos(angle) 300 K: 0.390
Mean 1-cos(angle) 77 K: 0.310
Collision path 300 K: 15.1 nm
Collision path 77 K: 104.9 nm
Grain size (input): 100 nm
Grain-boundary reflection (input): 0.25
Grain-boundary addition 77 K: 0.302 microohm cm
Surface addition 77 K: 0.289 microohm cm
PASS
```
